# Injection velocity when electrons move between silicon valleys

## Problem

A transistor channel lies in a (100) silicon plane, and current flows along [010]. Take $x$ along [010], the transport direction; $y$ along [001], the width direction; and $z$ along [100], the confinement direction.

Silicon has six equivalent conduction valleys. Each is an ellipsoid with a longitudinal mass $m_l$ along its own axis and a transverse mass $m_t$ across it. The two valleys with axes along $z$ are called unprimed. The four with axes in the channel plane are called primed. Use the rough values $m_t=0.19$ and $m_l=0.92$, in units of the free-electron mass $m_0$, and $T=300$ K.

Electrons enter from the source over a smooth barrier that is uniform along the width. They are not scattered, the drain bias is high, the bands are parabolic, and the gas is nondegenerate. The mean injection velocity is the forward flux divided by the electron density at the barrier top.

(a) All electrons are at first in the unprimed valleys. Then 30 percent of them are moved to the primed valleys at fixed temperature. By what fraction does the mean injection velocity fall?

(b) In a silicon film with hard walls, which thickness puts 30 percent of the electrons in the primed valleys, and how could the starting state of (a) be realized in that film?

(c) How far do the neglected effects move the answer?

The starting state matters: "30 percent" of all electrons and "30 percent" of the unprimed electrons are the same number only if the primed valleys are empty at first.

## First estimate by scaling

The only velocity that can be formed from $k_BT$ and a transport mass $m$ is $\sqrt{k_BT/m}$, up to a number. That number cancels in a ratio, so only the masses are needed.

An unprimed electron has transport mass $m_t$. Of the four primed valleys, two have mass $m_t$ along $x$ and two have $m_l$. As a first guess, give every primed electron one effective mass $\bar m$, obtained by averaging the inverse masses:
$$\frac1{\bar m}=\frac12\left(\frac1{m_t}+\frac1{m_l}\right).$$
The velocity of a primed electron relative to an unprimed one is then
$$\sqrt{\frac{m_t}{\bar m}}=\sqrt{\frac{1+m_t/m_l}{2}}=\sqrt{\frac{1+0.2065}{2}}=0.777 .$$
Each moved electron loses a fraction $0.223$ of its velocity. With 30 percent moved, the estimated fall is $0.30\times0.223=0.067$, or 6.7 percent.

The doubtful step is the average: inverse masses were averaged, although velocity depends on their square roots.

## Exact solution

**One subband.** Confinement splits each valley into subbands. For a subband with bottom $E_n$,
$$E=E_n+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}.$$
At the barrier top, states with $k_x>0$ are filled from the source, with chemical potential $\mu$. States with $k_x<0$ could be filled only from the drain, and high bias leaves them empty. The total density there is therefore the forward density. With two spins and $g$ equivalent valleys,
$$n=\frac{2g}{(2\pi)^2}\int_0^\infty dk_x\int_{-\infty}^{\infty}dk_y\,e^{(\mu-E)/k_BT}.$$
The two Gaussian integrals are
$$\int_0^\infty e^{-\hbar^2k_x^2/2m_xk_BT}dk_x=\frac{\sqrt{2\pi m_xk_BT}}{2\hbar},\qquad
\int_{-\infty}^{\infty} e^{-\hbar^2k_y^2/2m_yk_BT}dk_y=\frac{\sqrt{2\pi m_yk_BT}}{\hbar}.$$
Their product is $\pi k_BT\sqrt{m_xm_y}/\hbar^2$, so
$$n=\frac{g\,k_BT\sqrt{m_xm_y}}{2\pi\hbar^2}\,e^{(\mu-E_n)/k_BT}. \tag{1}$$

The flux has the same integrand multiplied by $v_x=\hbar k_x/m_x$. Only the $k_x$ integral changes:
$$\int_0^\infty\frac{\hbar k_x}{m_x}e^{-\hbar^2k_x^2/2m_xk_BT}dk_x=\frac{k_BT}{\hbar}.$$
In the ratio of flux to density, the $k_y$ integral, the valley count and the factor containing $E_n$ cancel:
$$v(m_x)=\frac{k_BT/\hbar}{\sqrt{2\pi m_xk_BT}/(2\hbar)}=\sqrt{\frac{2k_BT}{\pi m_x}}. \tag{2}$$
The light mass gives $v_t=1.234\times10^7$ cm/s and the heavy mass gives $0.561\times10^7$ cm/s.

**The primed valleys.** The pair with axes along $y$ has $(m_x,m_y)=(m_t,m_l)$. The pair with axes along $x$ has $(m_l,m_t)$. Both have confinement mass $m_t$, hence the same levels $E_n$, and both have the same product $m_xm_y$. They are filled from the same source. By (1) they hold equal numbers of electrons, although their velocities differ. Writing $s=\sqrt{m_t/m_l}=0.454$, the primed average is
$$v'=\frac{v_t+s\,v_t}{2}=\frac{1+s}{2}\,v_t=0.898\times10^7\ \text{cm/s}.$$

**The mixture.** Total flux is the sum of density times velocity over the groups. Dividing by total density weights each velocity by its share of the electrons. For a primed fraction $p$,
$$v(p)=(1-p)v_t+p\,\frac{1+s}{2}v_t=v_t(1-ap),\qquad a=\frac{1-s}{2}=0.2728. \tag{3}$$
Starting from $p=0$ and moving a fraction $f$, the relative fall is
$$\Delta=\frac{v_t-v_t(1-af)}{v_t}=af=\frac f2\left(1-\sqrt{\frac{m_t}{m_l}}\right). \tag{4}$$
For $f=0.30$ this is $0.30\times0.2728=0.0818$. The mean velocity falls by about 8 percent, from $1.234\times10^7$ to $1.133\times10^7$ cm/s. Direct sums over a grid of wave vectors for the three valley pairs also give 8.18 percent.

Half of the moved electrons keep their transport mass and lose nothing. The other half, 15 percent of the total, each lose a fraction $1-s=0.546$. If $m_l=m_t$ the fall vanishes. If $m_l\to\infty$, the second half stops and the fall tends to 15 percent, the upper bound of (4) for $f=0.30$ and $m_l\ge m_t$.

**Other starting states.** If a fraction $p$ is already primed, (3) gives
$$\Delta=\frac{v(p)-v(p+f)}{v(p)}=\frac{af}{1-ap}.$$
For $p=0.20$, moving 30 percent of all electrons gives 8.7 percent. Moving 30 percent of the unprimed electrons means $f=0.30\times0.80=0.24$ and gives 6.9 percent.

## Comparison of the two

The estimate gave 6.7 percent and the exact result is 8.2 percent. Both use the same masses and populations; they differ in the order of averaging and taking the root. The squares of the two relative primed velocities differ by
$$\frac{1+s^2}{2}-\left(\frac{1+s}{2}\right)^2=\frac{2+2s^2-1-2s-s^2}{4}=\frac{(1-s)^2}{4}\ge0 .$$
The estimate therefore makes primed electrons too fast whenever the masses differ, and the predicted fall too small.

The estimate is nevertheless the right answer to another question. Let current flow along [011], halfway between $x$ and $y$. The velocity along the current is $v_u=(v_x+v_y)/\sqrt2$. In a Boltzmann gas $v_x$ and $v_y$ are independent Gaussian variables with variances $k_BT/m_x$ and $k_BT/m_y$. Hence $v_u$ is Gaussian with variance
$$\sigma^2=\frac{k_BT}{2}\left(\frac1{m_x}+\frac1{m_y}\right).$$
The mean over the forward half of a Gaussian is
$$\frac{\int_0^\infty v\,e^{-v^2/2\sigma^2}dv}{\int_0^\infty e^{-v^2/2\sigma^2}dv}=\frac{\sigma^2}{\sigma\sqrt{\pi/2}}=\sigma\sqrt{\frac2\pi}.$$
This is (2) with $1/m_x$ replaced by the average inverse mass. All four primed valleys now share the mass $\bar m$, while the unprimed valleys keep $m_t$. The fall is 6.7 percent, and the wave-vector sums for [011] agree. The 8 percent result thus belongs to [010], not to every direction in the plane.

## A film with 30 percent primed electrons

For hard walls a distance $t$ apart, the wave function vanishes at both walls, so $k_z=n\pi/t$ and
$$E_n=\frac{\hbar^2\pi^2n^2}{2m_zt^2}.$$
The confinement mass $m_z$ is $m_l$ for unprimed and $m_t$ for primed valleys. Let $Z$ and $Z'$ be the sums of $e^{-E_n/k_BT}$ over the unprimed and primed levels. By (1), the one unprimed pair contributes in proportion to $m_tZ$, and the two primed pairs to $2\sqrt{m_tm_l}\,Z'$. Their ratio is
$$\frac{n'}{n}=2\sqrt{\frac{m_l}{m_t}}\,\frac{Z'}{Z}. \tag{5}$$

Solving for a primed fraction of 0.30 gives $t=5.3$ nm. The lowest unprimed levels are 14.5, 57.8 and 130.1 meV; the lowest primed level is 70.0 meV. With $k_BT=25.85$ meV,
$$Z\approx0.571+0.107+0.007=0.685,\qquad Z'\approx0.067,$$
$$\frac{n'}{n}\approx4.40\times\frac{0.067}{0.685}\approx0.43,\qquad \frac{0.43}{1+0.43}\approx0.30 .$$
The second unprimed level lies below the first primed one and cannot be dropped. Keeping only the first unprimed level would give a primed fraction of 0.34.

The starting state can be approached by strain. Biaxial tension in the plane lowers the unprimed valleys relative to the primed ones. Model it by an extra splitting of 0.20 eV, with thickness, temperature and masses held fixed. This multiplies $Z'$ by $e^{-0.20/0.02585}=4.4\times10^{-4}$ and leaves a primed fraction of $1.9\times10^{-4}$. Relaxing the strain then moves 30 percent of the electrons, and numerical flux and density integrals over all subbands give a fall of 8.18 percent.

In a very thick film the levels are dense, and the sums become Gaussian integrals over $n$, proportional to $\sqrt{m_z}$. Then $Z'/Z\to\sqrt{m_t/m_l}$, the ratio (5) tends to 2, and two thirds of the electrons are primed, as expected for four valleys out of six. By (4), the fall from an all-unprimed state would then be $0.2728\times2/3$, or 18 percent.

## What the model leaves out

The next table compares the relaxed and strained 5.3 nm film with one assumption changed at a time. Thickness is held fixed, so the primed fraction may change.

| Case | Relaxed primed fraction | Fall |
|---|---:|---:|
| Original model | 0.300 | 8.2% |
| Fermi statistics, $10^{11}$ cm$^{-2}$ | 0.302 | 8.45% |
| Fermi statistics, $5\times10^{12}$ cm$^{-2}$ | 0.393 | 19% |
| Nonparabolic bands | 0.325 | 9.3% |
| 400 K | 0.400 | 10.9% |

**Degeneracy.** Integrating the Fermi function over the constant density of states of a subband replaces $e^\eta$ in (1) by $\ln(1+e^\eta)$, where $\eta=(\mu-E_n)/k_BT$. The reduction is strongest for the lowest subbands, so a larger share goes to higher ones. At $5\times10^{12}$ cm$^{-2}$ the relaxed velocities are 1.408 (unprimed) and 0.926 (primed), in $10^7$ cm/s. The mixture is therefore slower than its own unprimed part by $0.3931(1-0.9264/1.4081)=13.4$ percent. In addition, the strained film, with nearly all its electrons crowded into the unprimed valleys, has the higher mean velocity 1.502; relaxation lowers the unprimed velocity itself by 6.3 percent. Together, $1-(1-0.134)(1-0.063)=0.19$.

This high-density value belongs to the flat well and is not a prediction for a gated film. If the charge is balanced by a gate on one side, the field at that surface is $qn/\epsilon$, and the potential scale across the film is $qnt/\epsilon$. With relative permittivity 11.7 it is 8 mV at $10^{11}$ cm$^{-2}$, well below $k_BT/q$, but about 0.4 V at $5\times10^{12}$ cm$^{-2}$. The flat well has then failed, and the levels must be found together with the potential. A field across the film raises the primed levels, with their lighter confinement mass, more than the unprimed ones. The flat well therefore overstates both the primed fraction and the fall at this density: with hard walls, a gate on one side and the levels solved together with the electrostatic potential, they are about 0.32 and 16 percent instead of 0.393 and 19 percent.

**Nonparabolicity.** Let $\varepsilon$ be the parabolic confinement plus in-plane energy, and use $E(1+\alpha E)=\varepsilon$ with a rough $\alpha=0.5$ eV$^{-1}$. High levels are lowered more than low ones, and the density of states gains a factor $d\varepsilon/dE=1+2\alpha E$, which is larger for the higher primed levels. Both changes favour the primed valleys. The primed velocity also falls more than the unprimed one, to 0.856 against 1.202 in $10^7$ cm/s.

**Temperature.** All velocities in (2) scale as $\sqrt T$, so temperature cancels from (4) at fixed $f$. At fixed thickness it does not, because heating fills the primed levels. The 400 K entry compares two films that are both at 400 K.

**Tunnelling.** Suppose the barrier is parabolic and falls by $k_BT$ over $\ell=5$ nm, so that $m_x\omega^2\ell^2/2=k_BT$. With energy measured from its top, its transmission is $1/(1+e^{-2\pi E/\hbar\omega})$. Direct integration of the Schrödinger equation at $E/\hbar\omega=-0.2$, $0.1$ and $0.3$ agrees within 0.002. Put $c=2\pi k_BT/\hbar\omega$ and $w=e^{-cE/k_BT}$. The thermal flux relative to its classical value is
$$\int_{-\infty}^{\infty}\frac{e^{-u}\,du}{1+e^{-cu}}=\frac1c\int_0^\infty\frac{w^{1/c-1}}{1+w}dw=\frac{\pi/c}{\sin(\pi/c)},\qquad u=\frac{E}{k_BT},$$
where the last integral is a standard beta integral and requires $c>1$. The factors are 1.054 for the light mass and 1.011 for the heavy mass. At fixed classical density and $f=0.30$, the flux falls by $0.15(1-0.454\times1.011/1.054)$, or 8.5 percent, the value listed in the output below.

The injection velocity also needs the quantum density at the barrier top. At the centre of a harmonic well, the thermal density relative to its classical value is $\sqrt{\theta/\sinh\theta}$, with $\theta=\hbar\omega/k_BT$. Replacing $\omega$ by $i\omega$ turns the well into the barrier and gives $\sqrt{\theta/\sin\theta}$ for $\theta<\pi$. By symmetry, half of this density comes from the source, as in the classical case. The density factors are 1.114 for the light mass and 1.022 for the heavy mass, so the velocity factors are $1.054/1.114=0.946$ and $1.011/1.022=0.989$. The two primed pairs are filled from the same source, so they no longer hold equal numbers: the heavy pair has a share $1.022/(1.114+1.022)=0.478$ of the primed electrons. With 30 percent of the actual electrons moved, the velocity falls by $0.30\times0.478\,(1-0.454\times0.989/0.946)$, or 7.5 percent. In this barrier tunnelling therefore makes the fall in velocity slightly smaller.

**Scattering.** For a simple estimate, take a layer of the same length $\ell$ but neglect the field in it. Let $F_\pm$ be the forward and backward fluxes, with mean free path $\lambda$ for backscattering. The net flux $J=F_+-F_-$ is constant, and $dF_+/dx=-J/\lambda$. If nothing returns from beyond the layer, $F_+(\ell)=J$ and $F_+(0)=J(1+\ell/\lambda)$. The reflected fraction is
$$R=1-\frac{J}{F_+(0)}=\frac{\ell}{\ell+\lambda}.$$
Reflection multiplies the flux by $1-R$ and the density by $1+R$, so the velocity is multiplied by $(1-R)/(1+R)=\lambda/(\lambda+2\ell)$.

To find $\lambda$, use $n=(F_++F_-)/v$. Since both fluxes have slope $-J/\lambda$, $dn/dx=-2J/(\lambda v)$, and the diffusion coefficient is $\lambda v/2$. Equating it to $k_BT\mu_e/q$, with mobility $\mu_e$, gives $\lambda=2k_BT\mu_e/(qv)$. A rough 300 cm$^2$/Vs for the light mass gives 12.6 nm. For a common relaxation time, $\mu_e\propto1/m_x$ and $v\propto1/\sqrt{m_x}$, so $\lambda\propto1/\sqrt{m_x}$ and the heavy mass has 5.7 nm. The velocity factors are 0.557 and 0.364. They rest on one common speed for each mass. Because $\lambda$ is comparable with $\ell$ here, the thermal spread of speeds matters. The neglected field also matters: it carries electrons away from the barrier top, so fewer return from within the layer. Against this, electrons scattered beyond the layer can still come back, which the estimate leaves out. The factors are therefore only rough. If the two primed pairs are kept equally populated, the fall is $0.15(1-0.454\times0.364/0.557)$, or between 10 and 11 percent. Reflection, however, raises each pair's density by its own $1+R$, with $R=0.285$ and $0.467$. The heavy pair then holds $1.467/(1.285+1.467)=0.533$ of the primed electrons, and with 30 percent of the actual electrons moved the fall is $0.30\times0.533\,(1-0.454\times0.364/0.557)$, or about 11 percent. The absolute velocity changes far more: in this single-speed, field-free estimate even light electrons lose 44 percent, and with the thermal spread of speeds included the loss is a little over one half.

**Drain injection.** At a drain bias of 0.7 V, injection from the drain is smaller than from the source by $e^{-qV/k_BT}=1.7\times10^{-12}$ and can be ignored here.

**The real device.** A body of about 5 nm is in the range of thin fully depleted silicon transistors, while a strain splitting of 0.20 eV is large. Real walls are not hard. With oxide walls 3.1 eV high and a rough electron mass of 0.5 in the oxide, the wave functions leak out, most of all for the light confinement mass. In the same 5.3 nm film the lowest primed level then drops from 70 to about 53 meV, the primed fraction rises from 0.30 to 0.44, and the dilute fall becomes about 12 percent. The thickness found above therefore belongs to hard walls only. The dilute calculation suits sheet densities up to about $10^{11}$ cm$^{-2}$, and the film values also need a nearly flat well: a vertical field of 0.3 MV/cm from doping or a back gate lowers the primed fraction of the hard-wall 5.3 nm film to about 0.23 and the fall to about 6 percent. If the switched-on channel holds $5\times10^{12}$ electrons per cm$^2$, the nondegenerate assumption breaks; in the flat-well model this moves the fall from 8 to about 19 percent. If the channel runs along [011] instead of [010], the ideal dilute value is 6.7 percent. The 8 percent figure is therefore a result for dilute, ballistic [010] injection with 30 percent of all electrons moved, and not a general forecast of the loss in drive current.

The numerical output below gives more digits for most of these values.

## Computed results

```
masses mt, ml (electron masses): 0.19, 0.92
temperature: 300 K; kT = 25.85 meV
sqrt(mt/ml) = 0.4544; a for [010] = 0.2728
v light transport mass: 1.2343 e7 cm/s
v heavy transport mass: 0.5609 e7 cm/s
v primed average: 0.8976 e7 cm/s
v mean, 30 % primed: 1.1333 e7 cm/s
drop, closed law: 8.18 %
drop, direct k-plane sums: 8.18 %
drop for [011]: law 6.70 %, sums 6.70 %
start 0.20 primed, move 30 % of all: 8.66 %
start 0.20 primed, move 30 % of unprimed: 6.92 %
film thickness for 30 % primed: 5.317 nm
unprimed levels 1-3 (meV): [ 14.5  57.8 130.1]
primed levels 1-2 (meV): [ 70. 280.]
strain splitting: 0.20 eV; primed fraction strained: 1.87e-04
Kane parameter: 0.5 1/eV
film cases; velocities in e7 cm/s:
 dilute, parabolic, 300 K: relaxed primed fraction 0.3000
   relaxed v unprimed 1.2343, primed 0.8976
   mean v relaxed 1.1333, strained 1.2342, drop 8.18 %
 Fermi, 1e11 cm^-2: relaxed primed fraction 0.3022
   relaxed v unprimed 1.2387, primed 0.8981
   mean v relaxed 1.1358, strained 1.2406, drop 8.45 %
 Fermi, 5e12 cm^-2: relaxed primed fraction 0.3931
   relaxed v unprimed 1.4081, primed 0.9264
   mean v relaxed 1.2188, strained 1.5020, drop 18.86 %
 dilute, Kane bands: relaxed primed fraction 0.3247
   relaxed v unprimed 1.2016, primed 0.8557
   mean v relaxed 1.0893, strained 1.2016, drop 9.34 %
 dilute, 400 K: relaxed primed fraction 0.4000
   relaxed v unprimed 1.4253, primed 1.0365
   mean v relaxed 1.2698, strained 1.4245, drop 10.86 %
potential drop across film at 1e+11 cm^-2: 8.2 mV (permittivity 11.7)
potential drop across film at 5e+12 cm^-2: 411.2 mV (permittivity 11.7)
barrier layer: 5.0 nm; hbar*omega light, heavy: 28.8, 13.1 meV
tunnelling flux factor light, heavy: 1.0536, 1.0108
drop with tunnelling: 8.46 %
drain/source injection ratio at 0.7 V: 1.7e-12
mobility: 300 cm2/Vs; mean free path light, heavy: 12.57, 5.71 nm
reflection light, heavy: 0.285, 0.467
velocity factor light, heavy: 0.557, 0.364
drop with backscattering: 10.55 %
```
